# Projecting an Ellipsoidal Silicon Valley onto an Arbitrary Surface

## A valley tilted by 45 degrees

Take an electron in one conduction-band valley of silicon, held against a surface by a potential $V(z)$, where $z$ is the depth. The constant-energy surface of the valley is an ellipsoid of revolution, with mass $m_l$ along its axis and $m_t$ across it. Let the axis make an angle of 45° with the surface normal. This happens on a (110) surface for the valleys along [100] and [010].

Hartree atomic units are used, so $\hbar=m_e=1$, and masses are in electron masses. Let $s$ be the in-plane direction below the valley axis and $y$ the other in-plane direction. The axis is $(\hat s+\hat z)/\sqrt2$, and one transverse direction is $(\hat s-\hat z)/\sqrt2$. The kinetic energy is

$$T=\frac{(p_s+p_z)^2}{4m_l}+\frac{(p_s-p_z)^2}{4m_t}+\frac{p_y^2}{2m_t}.$$

Expanding the squares gives

$$T=\tfrac12A(p_s^2+p_z^2)+Bp_sp_z+\frac{p_y^2}{2m_t},$$
$$A=\frac12\left(\frac1{m_l}+\frac1{m_t}\right),\qquad B=\frac12\left(\frac1{m_l}-\frac1{m_t}\right).$$

The potential does not depend on $s$, so $p_s$ is conserved and may be replaced by a number $k$. The cross term $Bkp_z$ remains, and it couples motion along the surface to motion into the crystal. Completing the square in $p_z$ isolates it:

$$\tfrac12A p_z^2+Bkp_z+\tfrac12Ak^2
=\tfrac12A\left(p_z+\frac{Bk}{A}\right)^2+\frac12\left(A-\frac{B^2}{A}\right)k^2.$$

The shift of $p_z$ by a constant can be absorbed in a phase factor, as shown below, and does not affect the energy. Two masses can then be read off. The confinement mass is

$$m_z=\frac1A=\frac{2m_lm_t}{m_l+m_t}.$$

For the in-plane mass, use $A^2-B^2=(A+B)(A-B)=1/(m_lm_t)$:

$$\frac{A^2-B^2}{A}=\frac{1}{m_lm_t}\,\frac{2m_lm_t}{m_l+m_t}=\frac{2}{m_l+m_t},
\qquad m_s=\frac{m_l+m_t}{2}.$$

The normal direction gets the harmonic mean of the two masses and the in-plane direction gets the arithmetic mean. With the round model values $m_l=0.9$ and $m_t=0.2$, these are $m_z=0.36/1.1=0.327$ and $m_s=0.55$. Had the cross term been dropped, the in-plane mass would have been $1/A=0.327$ as well.

As a limit, set $m_l=m_t$. Then $B=0$, and both masses reduce to the common value.

## Any tensor and any surface

Let $W$ be the inverse mass tensor of the valley, real, symmetric and positive definite. Near the valley minimum $\mathbf k_0$ the envelope function obeys

$$H=\tfrac12\,\mathbf p\cdot W\cdot\mathbf p+V(z),\qquad z=\mathbf n\cdot\mathbf r,$$

with $\mathbf n$ the unit surface normal. The model assumes a parabolic valley, uniform $W$, no coupling between valleys and no magnetic field. The envelope vanishes at a hard wall $z=0$ and deep in the crystal. Energies are measured from the bulk valley minimum.

Choose orthonormal vectors $\mathbf t_1,\mathbf t_2$ in the surface and let $\mathbf t_3=\mathbf n$. The components of $W$ in this frame are $w_{ij}=\mathbf t_i\cdot W\cdot\mathbf t_j$. Since $V$ depends on $z$ alone, the in-plane momenta are conserved, and

$$\psi=e^{i(k_1x_1+k_2x_2)}\varphi(z).$$

Here $\mathbf k=(k_1,k_2)$ is measured from the projection of $\mathbf k_0$ on the surface, because the rapid variation at $\mathbf k_0$ belongs to the Bloch function and not to the envelope.

With $a,b'$ running over 1 and 2, each mixed term, such as $w_{13}p_1p_3$, occurs twice in the double sum, which cancels the factor one half. Therefore

$$\left[\tfrac12w_{33}p_z^2+b\,p_z+\tfrac12\sum_{ab'}w_{ab'}k_ak_{b'}+V\right]\varphi=E\varphi,$$
$$b=w_{13}k_1+w_{23}k_2.$$

Define $\kappa=b/w_{33}$. Because $\kappa$ is a constant, it commutes with $p_z$, and

$$\tfrac12w_{33}(p_z+\kappa)^2=\tfrac12w_{33}p_z^2+bp_z+\frac{b^2}{2w_{33}}.$$

The first two terms on the right are those in the Hamiltonian. The last must be subtracted again, and it is quadratic in $\mathbf k$. Thus

$$\left[\tfrac12w_{33}(p_z+\kappa)^2+V\right]\varphi
=\left(E-\tfrac12\mathbf k\cdot S\cdot\mathbf k\right)\varphi,$$
$$S_{ab'}=w_{ab'}-\frac{w_{a3}w_{b'3}}{w_{33}}.$$

To remove the shift, write $\varphi=e^{-i\kappa z}\zeta$. With $p_z=-i\,d/dz$, the product rule gives

$$p_z\varphi=e^{-i\kappa z}(p_z-\kappa)\zeta,\qquad
(p_z+\kappa)\varphi=e^{-i\kappa z}p_z\zeta.$$

Applying $p_z+\kappa$ a second time gives $e^{-i\kappa z}p_z^2\zeta$. The potential commutes with the phase, which then cancels from the equation:

$$-\frac{w_{33}}2\zeta''+V\zeta=\varepsilon\zeta.$$

The phase has modulus one, so $\zeta$ vanishes wherever $\varphi$ does, and the boundary conditions do not acquire a dependence on $\mathbf k$. The levels $\varepsilon_j$ are therefore the same for every $\mathbf k$, and

$$\boxed{E_j(\mathbf k)=\varepsilon_j+\tfrac12\mathbf k\cdot S\cdot\mathbf k,\qquad
m_z=\frac1{w_{33}}=\frac1{\mathbf n\cdot W\cdot\mathbf n}.}$$

The in-plane mass tensor is $S^{-1}$. If $w_{13}=w_{23}=0$, the phase disappears and $S$ is simply the in-plane part of $W$. In the 45° case, $w_{33}=w_{ss}=A$ and $w_{s3}=B$, which returns the earlier result.

### What the phase does to the motion

A bound one-dimensional state $\zeta$ can be chosen real, so its mean momentum is zero. The mean momentum of $\varphi$ is then $\langle p_z\rangle=-\kappa$. This does not mean that the electron drifts out of the well. The velocity along the normal is

$$v_z=i[H,z]=w_{33}p_z+b,\qquad
\langle v_z\rangle=-w_{33}\kappa+b=0.$$

In an anisotropic valley, momentum and velocity are parallel only when the momentum lies along a principal axis of $W$. The confined electron takes up the normal momentum that makes its mean normal velocity vanish. This also changes its velocity along the surface:

$$\langle v_a\rangle=\sum_{b'}w_{ab'}k_{b'}+w_{a3}\langle p_z\rangle
=\sum_{b'}\left(w_{ab'}-\frac{w_{a3}w_{b'3}}{w_{33}}\right)k_{b'}=(S\mathbf k)_a.$$

The correction in $S$ is thus the response of the normal momentum to the in-plane momentum.

## The projection as a shadow

At fixed $\mathbf k$, the bulk kinetic energy as a function of a number $k_z$ is

$$T(\mathbf k,k_z)=\tfrac12w_{33}(k_z+\kappa)^2+\tfrac12\mathbf k\cdot S\cdot\mathbf k.$$

Since $w_{33}>0$, its minimum lies at $k_z=-\kappa$ and equals $\frac12\mathbf k\cdot S\cdot\mathbf k$. A point $\mathbf k$ is therefore covered by the bulk ellipsoid of energy $T_0$, for some $k_z$, if and only if $\frac12\mathbf k\cdot S\cdot\mathbf k\le T_0$. The in-plane contour is the shadow of the ellipsoid cast along the normal. The contour obtained by dropping the cross term is the planar cut $k_z=0$, which lies within the shadow and meets its edge only where $b=0$.

The minimum also shows that $S$ is positive definite: for $\mathbf k\ne0$ it is a value of the positive form $T$ at a nonzero vector. Hence $S^{-1}$ exists.

There is a shorter way to obtain $S^{-1}$. Let $M=W^{-1}$ be the bulk mass tensor, and split both tensors into in-plane and normal parts:

$$W=\begin{pmatrix}Q&v\\v^T&w_{33}\end{pmatrix},\qquad
M=\begin{pmatrix}P&u\\u^T&\mu\end{pmatrix}.$$

The first block column of $WM=1$ contains two equations,

$$QP+vu^T=1,\qquad v^TP+w_{33}u^T=0.$$

The second gives $u^T=-v^TP/w_{33}$. Inserting this in the first gives

$$\left(Q-\frac{vv^T}{w_{33}}\right)P=SP=1,\qquad P=S^{-1}.$$

The in-plane mass tensor is the in-plane block of $M$. The two parts of the problem thus use different tensors: the confinement mass is the reciprocal of a component of $W$, while the in-plane masses come directly from $M$. In general $m_z$ is not the component $\mu=\mathbf n\cdot M\cdot\mathbf n$.

For the determinants, subtract $v_a/w_{33}$ times the last row of $W$ from row $a$. This leaves the determinant unchanged and makes the upper right block zero and the upper left block $S$. Hence $\det W=w_{33}\det S$, or

$$\det M=m_z\det M_\parallel,\qquad M_\parallel=S^{-1}.$$

For a given valley, a surface orientation with a larger confinement mass has a smaller product of in-plane masses.

These relations were tested on four random tensors without rotational symmetry, in the nonlinear well $V=0.01(1-e^{-z/60})$. The three lowest energies of the full Hamiltonian, cross term included, agreed with the reduced form within $10^{-9}$ hartree. The numerical domain was 800 bohr deep, and for some tensors the upper levels lie above the rim of the well, held only by the far wall. The reduction applies to them as well, because it requires only that the envelope vanish at both ends.

## The ellipsoid of revolution

Let $\mathbf e$ be the unit vector along the valley axis and $c=\mathbf n\cdot\mathbf e$. Then

$$W=\frac1{m_t}+\left(\frac1{m_l}-\frac1{m_t}\right)\mathbf e\mathbf e^T,\qquad
M=m_t+(m_l-m_t)\mathbf e\mathbf e^T.$$

These are inverse to each other: along $\mathbf e$ their eigenvalues are $1/m_l$ and $m_l$, and across it $1/m_t$ and $m_t$. The opposite valley has $-\mathbf e$ in place of $\mathbf e$, which leaves both tensors unchanged, so the two members of a pair have equal masses on every surface.

The projection of $\mathbf e$ on the surface, $\mathbf e_\parallel$, has squared length $1-c^2$. The in-plane block is

$$M_\parallel=m_t+(m_l-m_t)\mathbf e_\parallel\mathbf e_\parallel^T.$$

A vector perpendicular to $\mathbf e_\parallel$ has eigenvalue $m_1=m_t$. Acting on $\mathbf e_\parallel$ itself gives

$$m_2=m_t+(m_l-m_t)(1-c^2)=m_l(1-c^2)+m_tc^2.$$

For the normal direction,

$$\frac1{m_z}=\frac{1-c^2}{m_t}+\frac{c^2}{m_l}
=\frac{m_l(1-c^2)+m_tc^2}{m_lm_t}=\frac{m_2}{m_lm_t}.$$

Thus $m_zm_2=m_lm_t$ for every orientation. Two limits are immediate. An axis along the normal, $c^2=1$, gives $m_z=m_l$ and $m_1=m_2=m_t$; the in-plane principal directions are then arbitrary. An axis in the surface, $c=0$, gives $m_z=m_t$ and $m_2=m_l$.

Silicon has three pairs of valleys, along the cube axes. The model masses give the following values, with $m_1=0.2$ throughout.

| Surface | Valley axis | $m_z$ | $m_2$ |
|---|---|---|---|
| (001) | [001] | 0.900 | 0.200 |
| (001) | [100], [010] | 0.200 | 0.900 |
| (110) | [100], [010] | 0.327 | 0.550 |
| (110) | [001] | 0.200 | 0.900 |
| (111) | all | 0.270 | 0.667 |
| (123) | [100] | 0.212 | 0.850 |
| (123) | [010] | 0.257 | 0.700 |
| (123) | [001] | 0.400 | 0.450 |

The three values of $c^2$ are the squared components of a unit vector and add to one. The three values of $m_2$ on any surface must therefore add to $2m_l+m_t=2.0$. For (123) the sum is $0.85+0.70+0.45=2.00$. On (111) all three $c^2$ equal $1/3$, so the surface leaves the valleys equivalent.

## Subband bottoms in a linear well

On the (123) surface all three pairs differ. Let $V=Fz$ for $z>0$, with $F=2\times10^{-5}$ atomic units, a field of about $10^5$ V/cm. The equation for $\zeta$ becomes

$$\zeta''=2m_zF\left(z-\frac{\varepsilon}{F}\right)\zeta.$$

Set $\ell=(2m_zF)^{-1/3}$ and $q=(z-\varepsilon/F)/\ell$. Since $d^2/dz^2=\ell^{-2}d^2/dq^2$ and $2m_zF\ell^3=1$, this is the Airy equation $d^2\zeta/dq^2=q\zeta$. The solution that decays at large depth is $\mathrm{Ai}(q)$. It must vanish at $z=0$, where $q=-\varepsilon/(F\ell)$. If the zeros of Ai are at $-a_j$,

$$\varepsilon_j=a_jF\ell=a_j\left(\frac{F^2}{2m_z}\right)^{1/3}.$$

For the [001] valley, $F^2/(2m_z)=4\times10^{-10}/0.8=5\times10^{-10}$, whose cube root is $7.94\times10^{-4}$. Multiplying by $a_1=2.338$ gives $\varepsilon_1=0.001856$ hartree, or 50.5 meV. The [010] and [100] valleys have their bottoms at 58.5 and 62.4 meV. The order follows from $\varepsilon_j\propto m_z^{-1/3}$: the heaviest confinement mass gives the lowest bottom. The ratio of the highest to the lowest is $(0.400/0.2118)^{1/3}=1.24$, in agreement with $62.4/50.5$.

The surface has split valleys that are degenerate in the bulk. The potential was prescribed here; in a transistor it also depends on the charge in the subbands, so these energies belong to the linear-well model.

## The cross term in numbers

Stay with the [001] valley on (123), and choose

$$\mathbf t_1=\frac{(3,0,-1)}{\sqrt{10}},\quad
\mathbf t_2=\frac{(-1,5,-3)}{\sqrt{35}},\quad
\mathbf n=\frac{(1,2,3)}{\sqrt{14}}.$$

The valley axis has components $(-0.3162,-0.5071,0.8018)$ in this frame. With $1/m_l-1/m_t=1.111-5=-3.889$,

$$w_{13}=-3.889(-0.3162)(0.8018)=0.986,$$
$$w_{23}=-3.889(-0.5071)(0.8018)=1.581,$$

and $w_{33}=5-3.889(0.8018)^2=2.500$. The in-plane components are $w_{11}=4.611$, $w_{12}=-0.624$ and $w_{22}=4.000$. Elimination changes them to

$$S_{11}=4.611-\frac{0.986^2}{2.5}=4.222,$$
$$S_{12}=-0.624-\frac{(0.986)(1.581)}{2.5}=-1.247,$$
$$S_{22}=4.000-\frac{1.581^2}{2.5}=3.000.$$

The block of $M$ predicts $M_{11}=0.2+0.7(0.3162)^2=0.270$, $M_{12}=0.7(0.3162)(0.5071)=0.112$ and $M_{22}=0.2+0.7(0.5071)^2=0.380$. Second differences of the directly diagonalized energies, inverted as a matrix, give the same three values.

Now take $\mathbf k=(0.03,0.02)$ bohr$^{-1}$. The cross coefficient is

$$b=0.986(0.03)+1.581(0.02)=0.0612,$$

so $\kappa=0.0612/2.5=0.0245$ bohr$^{-1}$. The in-plane energy is

$$\tfrac12\left[4.222(0.0009)-2(1.247)(0.0006)+3(0.0004)\right]=0.00175\ \text{hartree}.$$

Dropping the cross term would leave $w_{ab'}$ in place of $S_{ab'}$ and give 0.00250 hartree. The excess is

$$\frac{b^2}{2w_{33}}=\frac{0.0612^2}{5}=0.00075\ \text{hartree}=20.4\ \text{meV}.$$

This is 43% of the correct in-plane energy, and larger than the 11.9 meV between the lowest and highest valley bottoms.

Diagonalizing the full Hamiltonian puts the lowest three levels at 0.003607, 0.004996 and 0.006133 hartree. The reduced formula gives the same values; the largest difference is $7\times10^{-16}$ hartree, at the level of rounding. This measures agreement within the model, not the accuracy of the model for silicon. The numerical domain ended at 800 bohr. The third level has $\varepsilon_3=0.006133-0.001752=0.004381$ hartree and a classical turning point at $\varepsilon_3/F=219$ bohr, well inside it.

The state itself does change with $\mathbf k$. The overlap of the ground envelope with its $\mathbf k=0$ counterpart is 0.798 in modulus, but becomes 1.000 once the factor $e^{-i\kappa z}$ has been removed. The density profile is the same in both states, and the computed mean normal momentum is $-0.0245$ bohr$^{-1}$, equal to $-\kappa$.

## Density of states

For an energy $\Delta=E-\varepsilon_j>0$ above a subband bottom, the allowed $\mathbf k$ fill an ellipse with semi-axes $\sqrt{2m_1\Delta}$ and $\sqrt{2m_2\Delta}$. Its area is $2\pi m_d\Delta$, with

$$m_d=\sqrt{m_1m_2}=\sqrt{\det M_\parallel}=\sqrt{\frac{m_lm_t^2}{m_z}}.$$

Each state occupies $(2\pi)^2$ in $\mathbf k$-space per unit surface area. With two spins, the number of states up to $\Delta$ is $2(2\pi m_d\Delta)/(4\pi^2)=m_d\Delta/\pi$, so the density of states is $m_d/\pi$ per valley and subband. A pair of valleys doubles it.

For the [001] valley on (123), $m_d=\sqrt{0.036/0.4}=0.300$ and $m_d/\pi=0.0955$ atomic units. The area inside a contour of the directly computed energies gives the same $m_d$. On (001), the valley along the normal has $m_d=0.200$ and the other two pairs have 0.424. The valley with the lowest bottom there also has the smallest density of states.

## When the tensor changes

### Strain

Strain can shift a valley in energy and alter its tensor. A uniform shift adds to $\varepsilon_j$. A uniform change of $W$ requires no new derivation, since rotational symmetry about $\mathbf e$ was not used in obtaining $S$ and $m_z$.

As a simple case, suppose that shear adds $w_{12}=\eta$ to the tensor of the [001] valley on a (001) surface, with axes along the cube edges:

$$W=\begin{pmatrix}1/m_t&\eta&0\\\eta&1/m_t&0\\0&0&1/m_l\end{pmatrix},\qquad |\eta|<\frac1{m_t}.$$

Here $w_{13}=w_{23}=0$, so $m_z=m_l$ is unaffected in this tensor. In silicon that holds only to first order in the strain: the same shear couples the two conduction bands that meet at the X point, which also moves the valley minimum and raises $m_l$ at second order, noticeably so at strains approaching one percent. The $w_{33}$ of the strained crystal must then be used. The eigenvectors of $S$ lie along $(1,\pm1)/\sqrt2$, with inverse masses $1/m_t\pm\eta$. The in-plane masses are therefore

$$m_\pm=\frac{m_t}{1\pm\eta m_t}.$$

One diagonal direction becomes lighter and the other heavier, and $\eta\to0$ restores the circle. On a tilted surface the same $\eta$ generally enters $w_{33}$ and the cross terms too, and the closed formulas in $c$ no longer apply; those for $w_{33}$ and $S$ still do.

### A tensor that varies with depth

Nonuniform strain or composition can make $W$ depend on $z$. Take the Hermitian ordering $\frac12\sum_{ij}p_iw_{ij}(z)p_j$. The cross term is now $\frac12(p_zb+bp_z)$, and with $\kappa(z)=b(z)/w_{33}(z)$,

$$\tfrac12(p_z+\kappa)w_{33}(p_z+\kappa)
=\tfrac12p_zw_{33}p_z+\tfrac12(p_zb+bp_z)+\frac{b^2}{2w_{33}}.$$

The phase $\exp[-i\int_0^z\kappa(z')\,dz']$ still removes the shift. What remains is

$$\tfrac12p_zw_{33}(z)p_z+V(z)+\tfrac12\mathbf k\cdot S(z)\cdot\mathbf k.$$

If $S$ varies with depth, the last term is no longer a constant. It acts as a potential that depends on $\mathbf k$, so the confined state changes shape with in-plane momentum, and the subband is in general not parabolic.

Let $W$ be multiplied by $1+z/L$, with $L=800$ bohr. Then $\kappa$ is constant, while the in-plane energy $\lambda=\frac12\mathbf k\cdot S\cdot\mathbf k$ of the uniform case becomes $\lambda(1+z/L)$. At the $\mathbf k$ used above, it adds a slope $0.00175/800=2.2\times10^{-6}$ to the well, 11% of $F$. At $2\mathbf k$ the added slope is four times larger.

For a parabola, the rise in energy from 0 to $2\mathbf k$ is four times the rise from 0 to $\mathbf k$. Define the defect

$$D=[E(2\mathbf k)-E(0)]-4[E(\mathbf k)-E(0)].$$

Its sign can be predicted. The Hamiltonian is linear in $\lambda$, and the ground energy is the minimum of its expectation value over normalized states. A minimum of linear functions is concave, so

$$E(\lambda)\ge\tfrac34E(0)+\tfrac14E(4\lambda).$$

Multiplying by four and rearranging gives $D\le0$. The computed value for the graded tensor is $-2.4\times10^{-5}$ hartree, about 0.3% of the uniform-tensor rise $4\lambda=0.0070$ hartree at $2\mathbf k$. For uniform $W$ the defect is zero within rounding. Both statements belong to the parabolic model. At $2\mathbf k$ the in-plane energy is about 190 meV, where a silicon valley is itself no longer parabolic: the common form $E(1+\alpha E)=\lambda$ with $\alpha\approx0.5$ eV$^{-1}$ gives a defect of about $-4\times10^{-4}$ hartree, more than ten times the effect of the grading.

The same reasoning limits the hard-wall assumption. If the envelope enters a barrier described by another tensor, $S(z)$ generally changes at the interface, and the effective barrier height then depends on $\mathbf k$. Let $\delta$ be the change in $\frac12\mathbf k\cdot S\cdot\mathbf k$ from the well to the barrier, and $P$ the probability of finding the electron in the barrier at $\mathbf k=0$. To first order in $\delta$, the energy differs from the separated form with the well's $S$ by $P\delta$, the expectation value of the added step. This estimate requires $|\delta|$ to be small compared with the height of the barrier above the level. Within that range, the separation is a good approximation when $P|\delta|$ is small compared with the in-plane energy. A negative $\delta$ comparable with that height lets the envelope spread far into the barrier, and the estimate fails even if $P$ is small.

## Computed values

```
Longitudinal, transverse mass (m_e): 0.90 0.20
Force F (a.u.): 2.0e-05; box depth (bohr): 800
Masses in m_e: surface, valley axis, m_z, m_1, m_2, m_d
(001) [100] 0.2000 0.2000 0.9000 0.4243
(001) [010] 0.2000 0.2000 0.9000 0.4243
(001) [001] 0.9000 0.2000 0.2000 0.2000
(110) [100] 0.3273 0.2000 0.5500 0.3317
(110) [010] 0.3273 0.2000 0.5500 0.3317
(110) [001] 0.2000 0.2000 0.9000 0.4243
(111) [100] 0.2700 0.2000 0.6667 0.3651
(111) [010] 0.2700 0.2000 0.6667 0.3651
(111) [001] 0.2700 0.2000 0.6667 0.3651
(123) [100] 0.2118 0.2000 0.8500 0.4123
(123) [010] 0.2571 0.2000 0.7000 0.3742
(123) [001] 0.4000 0.2000 0.4500 0.3000
(123) subband bottoms, lowest level: valley, Hartree, meV
[100] 0.002294 62.42
[010] 0.002150 58.51
[001] 0.001856 50.50
Frame t1: [ 0.9487  0.     -0.3162] t2: [-0.169   0.8452 -0.5071]
Frame n: [0.2673 0.5345 0.8018]
[001] valley, W in surface frame (1/m_e), rows:
    4.6111  -0.6236   0.9860
   -0.6236   4.0000   1.5811
    0.9860   1.5811   2.5000
In-plane inverse mass S11 S12 S22 (1/m_e): 4.2222 -1.2472 3.0000
In-plane mass from direct energies M11 M12 M22 (m_e): 0.2700 0.1122 0.3800
k1, k2 (1/bohr): 0.030 0.020
Cross coefficient b (a.u.): 0.061203
Phase slope kappa (1/bohr): 0.024481
In-plane energy, eliminated (Hartree): 0.001752
In-plane energy, cross term dropped (Hartree): 0.002501
Excess from dropping: 0.000749 Hartree = 20.39 meV
Levels (Hartree): j, direct, reduced formula, cross dropped
1 0.003607 0.003607 0.004357
2 0.004996 0.004996 0.005745
3 0.006133 0.006133 0.006883
Largest direct-reduced difference (Hartree): 7.1e-16
Overlap with k=0 state, phase removed: 1.000000
Overlap with k=0 state, phase kept: 0.797873
Mean normal momentum (1/bohr): -0.024481
Density-of-states mass from contour area (m_e): 0.3000
States per area and energy, with spin (a.u.): 0.09549
Parabola defect, uniform W (Hartree): 2.4e-15
Parabola defect, W doubling over the box (Hartree): -2.43e-05
```
